# One and two spiral arms at the characteristic supersaturation

## Problem

A crystal face grows from a beam of atoms. Adatoms arrive uniformly, diffuse over the terraces, and either join a step or re-evaporate. A screw dislocation supplies one step of height $h$, which winds into a spiral. Far from the core, its successive turns are separated by $L_1$. The characteristic supersaturation $s_1$ is the supersaturation at which $L_1=2x_s$, where $x_s$ is the surface diffusion length.

The core is now replaced by one that emits two equally spaced arms, each of height $h$. Temperature, beam flux and supersaturation $s=s_1$ are held fixed. By what factor does the growth rate change in the Burton-Cabrera-Frank model?

Evaluate both rates for these round parameters: $T=1000$ K, step free energy $\beta=0.20$ eV/nm, area per surface site $\Omega=0.09$ nm², $h=0.25$ nm, $x_s=100$ nm, and an equilibrium re-evaporation rate $J=1.0$ layer/s.

## A tempting solution

In a steady state the spiral turns rigidly at an angular rate $\omega$. Each arm adds one layer per turn, so $n$ arms give

$$R_n=n\,h\,\frac{\omega}{2\pi}.$$

The angular rate is set at the core. There the step has a radius of curvature near the critical radius $r_c$, and by dimensional analysis $\omega=w\,v_0/r_c$, where $v_0$ is the speed of a straight step and $w$ is a pure number. Neither $r_c$ nor $w$ changes when a second arm is added. With $v_0$ also unchanged, $R_2=2R_1$, and the rate doubles.

## Where it fails

The layer count is right, and so is the form of $\omega$. The fault is the phrase "with $v_0$ also unchanged". A step advances by collecting adatoms from its surroundings, and a second arm collects from the same surroundings.

A material balance exposes the error. Let $n$ now denote the adatom density rather than the number of arms, $n_{eq}$ its equilibrium value, $\tau$ the mean time before re-evaporation and $F$ the beam flux. Define

$$u=\frac{n}{n_{eq}}-1,\qquad s=\frac{F\tau}{n_{eq}}-1,\qquad J=\frac{n_{eq}\Omega}{\tau}.$$

The net gain per site is the arrival rate minus the re-evaporation rate:

$$\Omega\left(F-\frac n\tau\right)=J(1+s)-J(1+u)=J(s-u).$$

Between steps that hold $u=0$ at their edges, $u\ge0$, so the growth rate cannot exceed $hJs$. The next section shows that one arm at $s_1$ already collects 76 percent of this ceiling. Doubling would require 152 percent, more than the net supply.

## Right solution

### Capture by a train of steps

Let $D$ be the surface diffusion coefficient. The steps move slowly enough for the adatom density to be stationary between them, so

$$D\,n''-\frac n\tau+F=0.$$

Multiplying by $\tau/n_{eq}$ and setting $x_s^2=D\tau$ gives

$$x_s^2u''-(1+u)+(1+s)=0\quad\Longrightarrow\quad x_s^2u''=u-s.$$

Measure $x$ from the middle of a terrace of width $L$. The steps are taken as perfect sinks from both sides, so $u(\pm L/2)=0$. The even solution is

$$u=s\left[1-\frac{\cosh(x/x_s)}{\cosh X}\right],\qquad X=\frac{L}{2x_s}.$$

The growth rate is $hJ$ times the terrace average of $s-u$:

$$R=\frac{hJs}{L\cosh X}\int_{-L/2}^{L/2}\cosh\frac{x}{x_s}\,dx
=\frac{hJs}{L\cosh X}\,2x_s\sinh X=hJs\,\frac{\tanh X}{X}.\tag{1}$$

When a step advances by $L$, the surface gains one layer. Hence $R=hv_0/L$, and

$$v_0=\frac{RL}{h}=Js\,\frac{\tanh X}{X}\,2x_sX=2Jx_ss\tanh X.\tag{2}$$

This is the missing dependence. Widely separated steps have $\tanh X\approx1$ and do not compete. Closely spaced steps have $\tanh X\approx X$, and their speed falls in proportion to their spacing.

### Spacing of one arm

For small $s$, an atom transferred from the supersaturated adatom population to the crystal lowers the free energy by $kT\ln(1+s)\approx kTs$. A disc-shaped island of radius $r$ therefore costs

$$\Delta G=2\pi r\beta-\pi r^2\frac{kTs}{\Omega}.$$

Its derivative vanishes at the critical radius

$$r_c=\frac{\beta\Omega}{kTs}.\tag{3}$$

A step with this radius of curvature neither grows nor shrinks. The model interpolates linearly in the curvature $\kappa$:

$$v=v_0(1-r_c\kappa).\tag{4}$$

It also gives $v_0$ the same value all along an arm. Both are assumptions, and they are least secure near the core, where the neighbouring turns are not yet a regular train and, at $s_1$, the radius of curvature is much smaller than $x_s$.

Now measure lengths in $r_c$ and speeds in $v_0$. Describe the arm by $\theta(r)$, and let $\varphi$ be the angle between its tangent and the radius, so that

$$\tan\varphi=r\frac{d\theta}{dr}\equiv\psi.$$

Rigid rotation at rate $w$ moves a point at speed $wr$, whose component normal to the arm is $wr\cos\varphi$. The tangent has direction $\theta+\varphi$. Along the arc $s_a$, $dr/ds_a=\cos\varphi$ and $d\theta/ds_a=\sin\varphi/r$, so the curvature is

$$\kappa=\frac{d(\theta+\varphi)}{ds_a}=\frac{\sin\varphi}{r}+\cos\varphi\,\frac{d\varphi}{dr}.$$

Law (4) then reads

$$wr\cos\varphi=1-\frac{\sin\varphi}{r}-\cos\varphi\,\frac{d\varphi}{dr}.$$

Divide by $\cos\varphi$, solve for $d\varphi/dr$, and use $1/\cos\varphi=\sqrt{1+\psi^2}$ and $d\psi/dr=(1+\psi^2)\,d\varphi/dr$:

$$\frac{d\psi}{dr}=(1+\psi^2)\left[\sqrt{1+\psi^2}-\frac{\psi}{r}-wr\right].\tag{5}$$

At the core the rotational speed is zero, so $\kappa=1$. With $\varphi\approx ar$, the curvature at the centre is $2a$, which gives $\psi\approx r/2$. Far out, $\psi$ is large and the bracket must nearly vanish:

$$\psi\approx wr+\frac{\psi}{r}\approx wr+w,\qquad \frac{d\theta}{dr}=\frac{\psi}{r}\approx w\left(1+\frac1r\right).$$

A solution started correctly at the core joins this outer form for a particular $w$. Numerical matching gives $w=0.33096$, and integration outward from the core alone gives the same five digits. One turn changes $\theta$ by $2\pi$, so the far spacing is

$$L_1=c\,r_c,\qquad c=\frac{2\pi}{w}=18.985.\tag{6}$$

The speed $v_0$ has dropped out of equation (5). Overlap of the diffusion fields slows the rotation, but in this model it does not change the shape.

Because $r_c\propto1/s$, the spacing is inversely proportional to $s$. It equals $2x_s$ at $s_1$, hence

$$X_1=\frac{L_1}{2x_s}=\frac{s_1}{s},\qquad s_1=\frac{c\beta\Omega}{2kTx_s}.\tag{7}$$

### Adding the second arm

Turn the first arm by $\pi$ about the core. The result obeys the same equation (5) and the same core condition, and it does not cross the original. The two together form the equally spaced two-armed spiral, whose spacing is $L_1/2$ because $r_c$ is fixed. Therefore $X_2=s_1/(2s)$.

Inserting $X_1$ and $X_2$ into (1) gives

$$R_1=hJ\frac{s^2}{s_1}\tanh\frac{s_1}{s},\qquad
R_2=2hJ\frac{s^2}{s_1}\tanh\frac{s_1}{2s}.\tag{8}$$

Write $y=s_1/(2s)$. Since $\tanh2y=2\tanh y/(1+\tanh^2y)$,

$$\frac{R_2}{R_1}=\frac{2\tanh y}{\tanh 2y}=1+\tanh^2\frac{s_1}{2s}.\tag{9}$$

At $s=s_1$,

$$\boxed{\frac{R_2}{R_1}=1+\tanh^2\frac12=\frac{0.9242}{0.7616}\approx1.214}$$

The second arm raises the rate by about 21 percent. A finite-difference solution of the terrace equation, with widths $2x_s$ and $x_s$, gives the same ratio, 1.2136.

The opening argument can now be repaired. By (2), the step speed changes by $\tanh(1/2)/\tanh(1)=0.607$, and the rotation rate changes by the same factor. Each turn adds two layers instead of one, but the turns come at 0.607 of the former rate: $2\times0.607=1.214$.

## Other supersaturations and more arms

Equation (9) contains the tempting answer as a limit. For $s\ll s_1$ the arms are many diffusion lengths apart, and $\tanh^2y\approx1-4e^{-2y}$ gives

$$\frac{R_2}{R_1}\approx2-4e^{-s_1/s}.$$

At $s=0.2\,s_1$ the full ratio is 1.973, so doubling is nearly right. For $s\gg s_1$, $\tanh y\approx y$ gives

$$\frac{R_2}{R_1}\approx1+\left(\frac{s_1}{2s}\right)^2.$$

The ratio is 1.060 at $s=2s_1$ and 1.010 at $5s_1$. One arm then already captures nearly all of the net supply.

For $n$ equally spaced arms at $s_1$, $X=1/n$ and

$$\frac{R_n}{R_1}=\frac{n\tanh(1/n)}{\tanh1}.$$

Three arms give 1.266 and four give 1.286. As $n$ grows, $n\tanh(1/n)\to1$, and the ratio approaches $1/\tanh1=1.313$. This is the ceiling $hJs$ found from the material balance.

The definition of $s_1$ matters. Approximating the arm by an Archimedean spiral gives $L_1=4\pi r_c=12.566\,r_c$. If that estimate is used both to define $s_1$ and to find the spacing, the ratio at $s_1$ is unchanged. If it defines $s_1$ but the arm has the spacing (6), then $X_1=18.985/12.566=1.511$ at that supersaturation, and the ratio is $1+\tanh^2(0.755)\approx1.41$. The 21 percent belongs to the condition $L_1=2x_s$.

## Numbers for the example

At 1000 K, $kT=0.08617$ eV. From (7),

$$s_1=\frac{18.985\times0.20\times0.09}{2\times0.08617\times100}=0.0198.$$

The critical radius is

$$r_c=\frac{0.20\times0.09}{0.08617\times0.01983}=10.5\ \text{nm},$$

so the far spacing is 200 nm for one arm and 100 nm for two. The innermost turns are somewhat closer together. With 3600 s in an hour, the ceiling is

$$hJs_1=3600\times0.25\times1.0\times0.01983=17.8\ \text{nm/h}.$$

The two rates follow from (1):

$$R_1=17.85\times0.7616=13.6\ \text{nm/h},\qquad
R_2=17.85\times0.9242=16.5\ \text{nm/h}.$$

The doubled rate would have been 27.2 nm/h, well above the ceiling.

A difference of 21 percent is easily imitated by a small drift. A one-armed spiral reaches the two-arm rate when its supersaturation rises to $1.147\,s_1$. Since the flux is proportional to $1+s$, the required increase in the beam is

$$\frac{0.147\times0.0198}{1.0198}\approx0.29\ \text{percent}.$$

Cooling at fixed beam has a similar effect, because it reduces re-evaporation. With a rough activation energy of 3.0 eV for $J$, the relative change of $J$ per kelvin is $3.0/(0.08617\times1000)=0.035$. A drop of about 0.08 K produces the same rise in $s$, if the small accompanying changes in the prefactor $J$ and in $s_1$ are ignored. If the two cores are measured one after the other, beam and temperature must therefore be steady well within these amounts.

## What the model leaves out

**Unequal spacing.** Suppose the two arms divide $L_1$ into fractions $f$ and $1-f$. Weighting the capture on each terrace by its width gives, at $s_1$,

$$\frac{R_2}{R_1}=\frac{\tanh f+\tanh(1-f)}{\tanh1}.$$

For $f=1/3$ this is 1.187. Each arm borders one narrow and one wide terrace, so with symmetric sinks both arms advance at the same speed. The far-field law therefore does not restore equal spacing, which must be supplied by the core or by effects outside the model.

**Slow attachment.** If atoms join the step at a finite rate, the edge condition becomes $u=\ell|u'|$, with $\ell$ an attachment length. Put $u=s[1-A\cosh(x/x_s)]$ and $\delta=\ell/x_s$. The edge condition gives

$$1-A\cosh X=\delta A\sinh X,\qquad A=\frac{1}{\cosh X+\delta\sinh X},$$

and the average of $s-u$ becomes

$$\frac{sA\sinh X}{X}=\frac{s\tanh X}{X(1+\delta\tanh X)}.$$

For $\delta=0.2$, the gain at $s_1$ rises to 1.280. A second arm now also adds attachment sites, which were partly limiting the rate.

**One-sided attachment.** Many real steps have an extra barrier against atoms arriving from the upper terrace. If that side reflects completely, $u'=0$ there, and the terrace behaves like half of a symmetric terrace of twice the width. Then $X$ in (1) becomes $L/x_s$, the ratio at $L_1=2x_s$ is $1+\tanh^2 1=1.58$, and a gain of 21 percent is reached already at $L_1\approx x_s$.

**Depletion at the core.** The outer turns also lower the adatom density near the core, which enlarges the critical radius. As a crude closure, multiply the core's driving force by the overlap factor $\tanh X$. At $s_1$ one arm then satisfies $X=1/\tanh X$, with solution 1.200. For two arms the full spacing is twice as large as the gap, so $2X=1/\tanh X$, with solution 0.772. Equation (1) gives a ratio of 1.208. Both rates fall and their ratio hardly moves, but this depends on the closure. If the factor is instead the terrace average of $u/s$, which is $1-\tanh X/X$, the two solutions become 1.961 and 1.381, and the ratio is 1.30. Neither closure includes the competition between two arms that meet at the core, which a single arm does not face and which could lower the ratio. The size and even the sign of the correction therefore remain open until the diffusion field is solved around the whole spiral.

**Dislocation strain.** A screw dislocation of Burgers vector $b$ stores an elastic energy density $\mu b^2/(8\pi^2r^2)$, where $\mu$ is the shear modulus. Relative to the driving force, its value at $r_c$ is

$$q=\frac{\mu b^2\,\Omega h}{8\pi^2r_c^2\,kTs_1}.$$

For a rough $\mu=100$ GPa, $q=0.059$ for $b=h$ and $0.23$ for $b=2h$. The double core carries four times the strain energy density. Reducing the whole core drive by the fraction $q$ would stretch each spacing by $1/(1-q)$ and give a ratio of about 1.19, but this is too crude even for the sign, because the strain varies as $1/r^2$. Put it into the step law instead, $v=v_0(1-r_c\kappa-q\,r_c^2/r^2)$. A step that encircles a hole at the core is at rest where $1+r_c/r-q\,r_c^2/r^2=0$, which gives hollow cores of radius about 0.6 nm for $b=h$ and 2 nm for $b=2h$. Starting the arm tangent to this hole and matching it to the far field gives $w=0.291$ and $0.243$. The spacings grow by factors of 1.14 and 1.36, both rates fall, and the ratio is about 1.22, almost the unstrained value. Continuum elasticity is marginal at radii below a nanometre, so this too is an estimate.

**Smaller corrections.** Using $kT\ln(1+s)$ instead of $kTs$ at the same $s$ changes the ratio to 1.217. The one-arm step speed is 3.0 nm/s. With a rough equilibrium coverage of 0.01, a step moves $3\times10^{-4}\,x_s$ during one adatom lifetime, so the stationary terrace profile is justified. Inserting (3) into $\Delta G$ gives the island barrier $\pi\beta r_c=6.6$ eV, or 77 $kT$, so new islands should not compete with the spiral here.

## When a second arm helps

The parameters are round values and do not describe a particular material. In the example the arrival rate exceeds the equilibrium re-evaporation rate by only 2 percent. A larger excess at the same temperature makes the second arm less effective. Within the model, the gain is already down to 1 percent at $5s_1$. One arm then captures nearly all of the net supply, although in the example most arriving atoms still re-evaporate. At a far larger excess nearly every arriving atom is incorporated, and the beam sets the rate whatever the number of arms. With fast attachment from both sides of the step, and with core strain and core depletion neglected, a second arm thus adds 21 percent or more only when the turns of the single arm are at least two diffusion lengths apart. By the estimates above at $s_1$, slow or one-sided attachment raises this gain, while core strain slows both spirals and leaves the gain almost unchanged.

## Values computed for the example and the checks

```
Rotation rate, matching: 0.33096 v0/rc
Rotation rate, outward shooting: 0.33096 v0/rc
One-arm spacing: 18.985 rc
Archimedean estimate of spacing: 12.566 rc
Largest step-law residual: 8.5e-05 v0
Measured far gap, one arm: 18.937 rc
Measured far gap, two arms: 9.469 rc
tanh(1): 0.7616; 2 tanh(1/2): 0.9242
Two-arm/one-arm rate at s1, formula: 1.2136
Same ratio, finite differences: 1.2136
Rotation-rate ratio, two arms/one: 0.6068
Rate ratio at s/s1 = 0.2: 1.9734
Rate ratio at s/s1 = 0.5: 1.5800
Rate ratio at s/s1 = 2.0: 1.0600
Rate ratio at s/s1 = 5.0: 1.0099
Rate ratio at s1, 3 arms/one: 1.2665
Rate ratio at s1, 4 arms/one: 1.2863
Limit of many arms at s1: 1.3130
Input temperature: 1000 K; kT: 0.08617 eV
Input step free energy: 0.20 eV/nm
Input site area: 0.09 nm^2; layer height: 0.25 nm
Input diffusion length xs: 100 nm
Input equilibrium re-evaporation: 1.0 layers/s
Input re-evaporation energy: 3.0 eV
Input adatom coverage: 0.01
Input shear modulus: 100 GPa
Characteristic supersaturation s1: 0.01983
Critical radius at s1: 10.53 nm
Arm spacing, one arm: 200.0 nm; two arms: 100.0 nm
Growth rate, one arm: 13.59 nm/h
Growth rate, two arms: 16.49 nm/h
One-arm s/s1 giving the two-arm rate: 1.1472
Beam rise that mimics second arm: 0.286 percent
Cooling that mimics second arm: 0.082 K
Rate ratio, gaps 1/3 and 2/3: 1.1874
Rate ratio, attachment length 0.2 xs: 1.2801
Depletion closure, X one arm: 1.1997; two: 0.7717
Rate ratio, core-depletion closure: 1.2084
Strain/drive at rc, single core: 0.0586; double: 0.2345
Rate ratio, crude strain closure: 1.1865
Rate ratio with logarithmic driving force: 1.2172
Step speed, one arm: 3.020 nm/s
Step motion/diffusion (Peclet) number: 3.0e-04
Island barrier: 6.62 eV = 76.8 kT
```
